# Vanishing Total Force in LAPW and the Origin of Drift Forces, part 2

With exact integrals the LAPW forces \(\mathbf F_a=-dE/d\mathbf R_a\) sum to zero. A drift \(\mathbf D\), the sum of the computed forces, is minus the sum of the omitted terms. Hartree atomic units are used.

A cell of volume \(\Omega\) holds spheres \(a\) of radius \(R\) at \(\mathbf R_a\), with outward normal \(\mathbf n\); I is the interstitial. (In \(2\pi/a\), \(a\) is the cell edge.) A state \(\psi=\sum c_{\mathbf G}\varphi_{\mathbf G}\) has eigenvalue \(\varepsilon\) and occupation \(f\). With \(\mathbf K=\mathbf k+\mathbf G\), \(|\mathbf K|<K_{\max}\), \(\varphi_{\mathbf G}\) is a plane wave in I and a sum over \(l\le L\), with energy parameters \(E_l\), in the spheres. Surface jumps are \([X]=X_{\rm MT}-X_{\rm I}\); \(\int'\) sums the integrals over spheres and I, each up to the boundary from its own side:

\[ H_{\mathbf{GG}'}=\int'\big(\tfrac12\nabla\varphi_{\mathbf G}^*\cdot\nabla\varphi_{\mathbf G'}+V\varphi_{\mathbf G}^*\varphi_{\mathbf G'}\big),\qquad S_{\mathbf{GG}'}=\int'\varphi_{\mathbf G}^*\varphi_{\mathbf G'} . \tag{3} \]

This omits the surface delta function, so \(\varepsilon\) need not be an upper bound. Shifting all positions (here \(R\)) by \(\mathbf t\) gives

\[ H_{\mathbf{GG}'}(R+\mathbf t)=e^{-i(\mathbf G-\mathbf G')\cdot\mathbf t}H_{\mathbf{GG}'}(R), \tag{5} \]

\[ \sum_a\mathbf F_a=-\sum_a\frac{dE}{d\mathbf R_a}=-\frac{d}{d\mathbf t}E(R+\mathbf t)\Big|_{\mathbf t=0}=0 . \tag{6} \]

Let \(V=\sum_av_a\) be fixed and continuous, \(\partial_a=\partial/\partial\mathbf R_a\), \(h=\tfrac12|\nabla\psi|^2+(V-\varepsilon)|\psi|^2\), \(\boldsymbol\chi=\sum_{\mathbf G}i\mathbf K\,c_{\mathbf G}\varphi_{\mathbf G}\) and \(B(\eta)=2\,{\rm Re}\{\tfrac12\nabla\psi^*\cdot\nabla\eta+(V-\varepsilon)\psi^*\eta\}\). For frozen radial functions

\[ \mathbf F_a=\underbrace{f\!\int'\!|\psi|^2\nabla v_a}_{\rm HF}\;\underbrace{-f\!\int_aB(\boldsymbol\chi-\nabla\psi)}_{\rm Pulay}\;\underbrace{-f\!\oint_a[h]\,\mathbf n\,dS}_{\rm surface}. \tag{9} \]

The surface term comes from the moving boundary. Radial relaxation adds terms that sum to zero. With \(H^a,S^a\) the sphere parts of (3),

\[ \mathbf F_a^{\rm Pulay}+\mathbf F_a^{\rm surf}=-f\Big\{\int_a|\psi|^2\nabla V+2\,{\rm Re}\,c^\dagger(H^a-\varepsilon S^a)i\mathbf Kc-\oint_ah_{\rm I}\mathbf n\,dS\Big\}. \tag{11} \]

Also \(\sum_a\int_aB(\boldsymbol\chi)=-\int_{\rm I}B(\nabla\psi)\). With \(h_0=h-V|\psi|^2\), \(a_{lm},a'_{lm}\) the \(Y_{lm}\) coefficients of \(\psi_{\rm I},\partial_r\psi_{\rm I}\) on the sphere, and \(C_{lm}=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}}\),

\[ \oint[h_0]n_z\,dS=-R^2\sum_{l\ge L}\sum_m2\,{\rm Re}\,C_{lm}\Big\{\tfrac12a'^*_{l+1,m}a'_{lm}+\Big(\frac{l(l+2)}{2R^2}-\varepsilon\Big)a^*_{l+1,m}a_{lm}\Big\}. \tag{15} \]

Core functions \(\chi_c\), solved in the spherical average \(\bar V_a\) of \(V\) plus any spherical term tied to the atom, give densities \(\rho_c^a\) and the HF force and core correction

\[ \mathbf F_b=\int\sum_a\rho_c^a\nabla v_b-\int\rho_c^b\nabla V, \tag{17} \]

over all space. Cutting \(\rho_c^a\) at \(R\) in both terms leaves no drift. Omitting the surface term, and cutting only the correction, give

\[ \mathbf D_{\rm val}=f\sum_a\oint_a[h]\,\mathbf n\,dS,\qquad \mathbf D_{\rm core}=\sum_a\int_{|\mathbf r-\mathbf R_a|>R}\rho_c^a\,\nabla V\,d^3r . \tag{1} \]

**Kohn–Sham energy.** Take \(\rho=\sum_if_i|\psi_i|^2+\sum_a\rho_c^a\), a local functional \(E_{xc}=\int'e_{xc}(\rho)\) with \(v_{xc}=e_{xc}'(\rho)\), and the exact electrostatic energy, whose potential \(V_C\) for an electron is continuous at the spheres even when \(\rho\) jumps. At self-consistency the energy with normalization constraints is stationary in all \(c\) and \(\chi_c\), so these are held fixed. The moving-boundary rule gives

\[ \partial_aE_{xc}=\int'v_{xc}\,\partial_a\rho+\oint_a[e_{xc}]\mathbf n\,dS, \tag{18} \]

and the electrostatic energy contributes \(\int'V_C\partial_a\rho+\oint_aV_C[\rho]\mathbf n\,dS-\mathbf F^{\rm HF}_a\). Here \(\mathbf F_a^{\rm HF}=Z_a\nabla V_C^{(a)}(\mathbf R_a)\), with \(V_C^{(a)}\) the potential without nucleus \(a\): the nucleus has energy \(-Z_aV_C^{(a)}\) in it. The valence part of \(\partial_a\rho\) combines with the kinetic and normalization terms to \(\sum_if_i\int_aB(\boldsymbol\chi_i-\nabla\psi_i)\), which is minus the Pulay force of (9), with \(V=V_C+v_{xc}\). The core part is \(-\nabla\rho_c^a\) over all space. The surface term of the derivative is \(\oint_a[w]\mathbf n\,dS\) with

\[ w=\tau+\rho V_C+e_{xc}(\rho),\qquad\tau=\sum_if_i\big(\tfrac12|\nabla\psi_i|^2-\varepsilon_i|\psi_i|^2\big). \tag{19} \]

Sum over \(a\). As before, \(\sum_a\int_aB(\boldsymbol\chi)=-\int_{\rm I}B(\nabla\psi)\), so these Pulay contributions to the derivative total \(-\sum_if_i\int'B(\nabla\psi_i)=-\int'(\nabla\tau+V\nabla\rho_v)\), with \(\rho_v\) the valence density. The core terms add \(-\int'V\nabla\rho_c\). Using \(v_{xc}\nabla\rho=\nabla e_{xc}\) and \(V_C\nabla\rho=\nabla(\rho V_C)-\rho\nabla V_C\), the volume terms are

\[ -\int'\nabla w+\int\rho\nabla V_C=-\sum_a\oint_a[w]\mathbf n\,dS+\int\rho\nabla V_C . \tag{20} \]

The \(1/r\) singularity at a nucleus adds no boundary term, as a small sphere of radius \(s\) contributes of order \(s^2/s\). The first term of (20) cancels the surface terms. In \(\sum_a\mathbf F_a^{\rm HF}\) the nucleus–nucleus forces cancel in pairs, and the electronic part is \(Z_a\nabla_{\mathbf R_a}\int\rho/|\mathbf r-\mathbf R_a|=\int\rho\,\nabla_{\mathbf r}(-Z_a/|\mathbf r-\mathbf R_a|)\). The Hartree self-force \(\int\rho\nabla V_H=\Omega\sum_{\mathbf G\ne0}i\mathbf G\,4\pi|\rho_{\mathbf G}|^2/G^2\) is zero, its summand being odd in \(\mathbf G\) for real \(\rho\). Hence \(\sum_a\mathbf F_a^{\rm HF}=\int\rho\nabla V_C\), which cancels the last term of (20). Omitting the surface terms leaves \(\mathbf D=\sum_a\oint_a[w]\mathbf n\,dS\), provided the core force is kept as \(\int'V\nabla\rho_c^a\). Since \(v_{xc}\) jumps at the spheres, integration by parts gives \(\int'V\nabla\rho_c=-\int'\rho_c\nabla V+\sum_a\oint_a[v_{xc}]\rho_c\mathbf n\,dS\), with \(\rho_c=\sum_a\rho_c^a\). A code that uses only \(-\int'\rho_c^a\nabla V\), the form of (17), therefore has \(w-\rho_cv_{xc}\) in place of \(w\) in its drift.

**Inexact integration.** A quadrature centred on an atom moves with it and respects the substitution behind (5), whatever its accuracy. A grid fixed to the cell does not. Let a periodic integrand \(e(\mathbf r)=\sum\tilde e(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\) be averaged on \(N^3\) equidistant points. The grid average of \(e^{i\mathbf G\cdot\mathbf r}\) is a product of geometric sums, equal to 1 if all indices of \(\mathbf G\) are multiples of \(N\) and 0 otherwise. Translation multiplies \(\tilde e\) by \(e^{-i\mathbf G\cdot\mathbf t}\), so

\[ \frac{dE_N}{d\mathbf t}\Big|_0=-\Omega\sum_{\mathbf G\in N\text{-lattice}}i\mathbf G\,\tilde e(\mathbf G). \tag{21} \]

This egg-box effect violates (6) itself: the exact gradient of the discretized energy has a net force.

**Worked example.** A cubic cell of edge 6 bohr holds two Gaussian wells \(-A_ae^{-r^2/\sigma^2}\) with \(A=2.0\) and \(2.6\) hartree and \(\sigma=1.4\) bohr, at \((0.4,0.3,0.2)\) and \((3.0,3.2,2.4)\) bohr. The spheres have \(R=2\) bohr, and \(K_{\max}=3.2\) bohr\(^{-1}\) gives \(RK_{\max}=6.4\) and 119 LAPWs. The lowest state at \(\mathbf k=(0.11,0.23,0.31)\,2\pi/a\) is doubly occupied, the electrons do not interact, and all \(E_l\) equal the level \(-0.683055\) hartree of a 453-plane-wave reference. Raising the cut-off of that reference from 5 to 7 bohr\(^{-1}\) lowers the level by \(1.7\times10^{-5}\) hartree, to \(-0.683072\), and leaves its force unchanged to the four digits quoted below. The radial functions are solved in the atom's own Gaussian alone, so at fixed \(E_l\) they do not change with the geometry and (9) is the complete derivative. All forces below are in \(10^{-3}\) hartree/bohr. The numerical check asserts (5), (9), (11), (15), (17), (18), (21) and both drift formulas; it does not run a self-consistent cycle, so (20) as a whole rests on the derivation.

At \(L=4\) the \(x\) force on atom 1 is \(8.8228-0.3145+0.4641=8.9724\) from the three terms of (9), equal to the finite-difference value 8.9724, and atom 2 carries \(-8.9724\). Without the surface terms the HF sum is \(8.8228-9.1015=-0.2787\) and the Pulay sum \(-0.3145+0.1421=-0.1724\), so \(D_x=-0.4511\), the negative of the surface sum \(0.4641-0.0130=0.4511\). The printed full sums are at most \(2.2\times10^{-11}\) hartree/bohr.

| \(L\) | \(\varepsilon\) (hartree) | \(\lvert\mathbf D_{\rm val}\rvert\) | \(f\times\)(15), atom 1 | first pair |
|---|---|---|---|---|
| 1 | −0.684895 | 8.318 | −6.927 | −2.564 |
| 2 | −0.683791 | 4.580 | −3.755 | −1.524 |
| 3 | −0.683252 | 2.184 | −1.852 | −1.107 |
| 4 | −0.683049 | 0.7514 | −0.6270 | −0.4548 |
| 6 | −0.682994 | 0.0729 | −0.0505 | −0.0335 |
| 8 | −0.682989 | 0.0072 | −0.0057 | −0.0047 |

The drift falls by a factor 1.8 from \(L=1\) to 2 and by about 10 for each two further shells from \(L=4\) to 8. These ratios belong to this cut-off: at \(K_{\max}=4.0\) bohr\(^{-1}\) the drift is 0.908 at \(L=4\) and 0.0038 at \(L=8\), and the \(L=4\) eigenvalue, \(-0.683156\) hartree, also lies below the reference. The first pair of shells supplies 37% of the series (15) at \(L=1\), 73% at \(L=4\), 66% at \(L=6\) and 82% at \(L=8\); it is not a quantitative estimate of the series here. At \(L=4\) the whole jump on atom 1 in \(z\) is \(-0.5816\), so the potential part is \(-0.5816+0.6270=+0.0454\). For \(L\le3\) the eigenvalue lies below the reference, by \(1.8\times10^{-3}\) hartree at \(L=1\), which the definition (3) permits.

A vanishing sum does not certify the forces. At \(L=1\) the complete \(x\) force on atom 1 is \(8.839-1.559+6.242=13.522\), which is 54% above the plane-wave value 8.784, while the drifting expression gives \(8.839-1.559=7.280\), 17% below it. The complete formula is the gradient of the \(L=1\) energy, and that energy is poor. The excess over the reference is 2.1% at \(L=4\) and 0.16% at \(L=8\) (8.798). The last 0.16% is due to the plane-wave cut-off, not to \(L\): it is the same at \(L=10\) and becomes \(-0.02\)% at \(L=8\) with \(K_{\max}=4.0\) bohr\(^{-1}\). Radial relaxation is likewise invisible in the sum: at \(L=1\), with energy parameters placed 0.71 and 0.63 hartree above the reference level and following \(\bar V_a(R)\), the missing \(x\) terms are \(+6.109\) and \(-6.109\).

Each atom also carries a two-electron core shell bound by an extra \(-1/r\), with levels \(-1.641\) and \(-2.044\) hartree and 0.052 and 0.030 electrons outside the spheres. In \(x\) the HF terms are \(3.1447\) and \(-4.8937\) and the complete corrections \(4.8937\) and \(-3.1447\). They pair crosswise because \(\int\rho_c^a\nabla v_a=0\), the lattice sum \(v_a\) being even about \(\mathbf R_a\); what remains in (17) is action and reaction between core \(a\) and well \(b\). Atom 1 feels \(3.1447+4.8937=8.0384\), the finite-difference value. With corrections cut at the spheres, \(D_x=3.1447-4.8937+3.9146-2.7205=-0.5549\), and direct quadrature of the tail integral in (1) gives \(-0.5549\). Cutting at 1.6, 2.0 and 2.2 bohr gives \(|\mathbf D_{\rm core}|=1.68\), 0.99 and 0.71. The cut formula puts \(3.1447+3.9146=7.0593\) on atom 1, 12% below 8.0384. Subtracting half the drift from each atom raises this to 7.3368, still 8.7% low, and dropping the tail consistently gives 6.6352, 17% low with no drift. The omitted piece \(-\int_{r>R}\rho_c^a\nabla V\) has to be restored on each atom; redistributing the drift does not replace it.

With LDA exchange, \(e_x=-\tfrac34(3/\pi)^{1/3}\rho^{4/3}\), evaluated on the \(L=1\) valence density at fixed coefficients, (18) gives \(-0.2562+0.5608=0.3046\) for the \(x\) derivative on atom 1, matching the finite difference; the surface term exceeds the volume term in size. For the plane-wave part of the \(L=8\) density on a \(6^3\) grid, \(dE_x/d\mathbf t=(-0.0044,0.3910,0.3348)\) both by finite difference and from (21), and on a \(36^3\) grid the residual aliasing force has fallen to about \(2\times10^{-13}\) hartree/bohr.

At \(L=4\) with both omissions the drift is \((-0.4511,-0.1812,-0.5729)+(-0.5549,-0.1535,-0.8100)=(-1.006,-0.335,-1.383)\), of modulus \(1.74\times10^{-3}\) hartree/bohr or 0.090 eV/Å. Its \(x\) component is 6% of the exact \(x\) force \(8.97+8.04=17.01\) on atom 1. This size reflects the low \(L\) and the loosely bound model core and is not an estimate for a real crystal: at \(L=8\) the valence drift is 0.0072, and with an extra \(-3/r\) the leakage falls below \(3\times10^{-4}\) electrons per atom and the core drift to 0.0036.

## Computed values

```
cell edge 6.0 bohr, R 2.0 bohr, well width 1.4 bohr, depths 2.0, 2.6 hartree
positions [[0.4, 0.3, 0.2], [3.0, 3.2, 2.4]] bohr; k [0.11, 0.23, 0.31] (2pi/a); occupation 2.0
nearest distance 4.4733 bohr; Kmax 3.2 1/bohr; R*Kmax 6.4; LAPWs 119
plane-wave reference (453 waves): eps = energy parameter = -0.683055 hartree
plane-wave force on atom 1 (+8.783835e-03, +2.749751e-03, +1.434512e-02) hartree/bohr
rigid shift t [0.37, -0.81, 0.55] bohr
L=1: eigenvalue change under shift 3.3e-16 hartree
L=4: eigenvalue change under shift 5.6e-16 hartree
valence drift = sum(HF+Pulay), hartree/bohr; z closed form for atom 1: all shells, first pair
L=1: eps -0.684895 hartree, |full sum| 1.6e-11, |surface sum| 8.3176e-03
   drift (-6.038968e-03, -1.993994e-03, -5.360700e-03); closed form -6.9266e-03, -2.5640e-03
   hf: atom1 (+8.839224e-03, +2.708200e-03, +1.450524e-02) atom2 (-1.295629e-02, -3.965307e-03, -1.874568e-02)
   pul: atom1 (-1.559136e-03, -7.582681e-04, -1.258650e-03) atom2 (-3.627669e-04, +2.138110e-05, +1.383957e-04)
   sur: atom1 (+6.242222e-03, +2.025927e-03, +5.601685e-03) atom2 (-2.032540e-04, -3.193284e-05, -2.409852e-04)
   finite difference: atom1 (+1.352231e-02, +3.975859e-03, +1.884827e-02) atom2 (-1.352231e-02, -3.975859e-03, -1.884827e-02)
L=2: eps -0.683791 hartree, |full sum| 1.4e-11, |surface sum| 4.5795e-03
   drift (-3.316438e-03, -7.778324e-04, -3.060799e-03); closed form -3.7552e-03, -1.5240e-03
L=3: eps -0.683252 hartree, |full sum| 2.2e-11, |surface sum| 2.1843e-03
   drift (-1.343834e-03, -5.530074e-04, -1.630737e-03); closed form -1.8523e-03, -1.1068e-03
L=4: eps -0.683049 hartree, |full sum| 1.3e-11, |surface sum| 7.5138e-04
   drift (-4.511020e-04, -1.812496e-04, -5.729147e-04); closed form -6.2702e-04, -4.5481e-04
   hf: atom1 (+8.822784e-03, +2.761124e-03, +1.437384e-02) atom2 (-9.101539e-03, -2.869084e-03, -1.461725e-02)
   pul: atom1 (-3.144563e-04, -1.273147e-04, -4.177362e-04) atom2 (+1.421091e-04, +5.402454e-05, +8.823424e-05)
   sur: atom1 (+4.641081e-04, +1.868774e-04, +5.816063e-04) atom2 (-1.300617e-05, -5.627728e-06, -8.691592e-06)
   finite difference: atom1 (+8.972436e-03, +2.820687e-03, +1.453771e-02) atom2 (-8.972436e-03, -2.820687e-03, -1.453771e-02)
L=6: eps -0.682994 hartree, |full sum| 2.1e-12, |surface sum| 7.2940e-05
   drift (-5.413998e-05, -1.356999e-05, -4.695674e-05); closed form -5.0530e-05, -3.3492e-05
L=8: eps -0.682989 hartree, |full sum| 2.0e-12, |surface sum| 7.2052e-06
   drift (-4.645141e-06, -1.323862e-06, -5.346447e-06); closed form -5.7003e-06, -4.6714e-06
L=8 full force on atom 1 (+8.797770e-03, +2.759417e-03, +1.436775e-02) hartree/bohr
basis relaxation (L=1, E_l 0.0265, -0.0483 hartree), x force (+6.108646e-03, -6.108646e-03) hartree/bohr
L=1 dEx/dR atom1: finite difference (+3.045550e-04, +7.269300e-05, +3.000133e-04) hartree/bohr
   volume (-2.562056e-04, -7.585715e-05, -1.588956e-04), surface (+5.607605e-04, +1.485500e-04, +4.589079e-04)
egg-box dEx/dt, 6^3 grid (-4.412519e-06, +3.910240e-04, +3.347880e-04); aliasing sum (-4.412520e-06, +3.910241e-04, +3.347880e-04) hartree/bohr
egg-box |dEx/dt|, 36^3 grid 2.3e-13 hartree/bohr
core: extra charge 1.0; levels -1.641054, -2.043796 hartree
core leakage 0.05212, 0.03032 electrons
core HF: atom1 (+3.144694e-03, +1.011016e-03, +3.712321e-03) atom2 (-4.893693e-03, -1.545967e-03, -5.926016e-03) hartree/bohr
core correction, all space: atom1 (+4.893693e-03, +1.545967e-03, +5.926016e-03) atom2 (-3.144694e-03, -1.011016e-03, -3.712321e-03)
core correction, sphere: atom1 (+3.914639e-03, +1.273608e-03, +4.514194e-03) atom2 (-2.720549e-03, -8.921903e-04, -3.110487e-03)
core finite difference atom1 (+8.038387e-03, +2.556983e-03, +9.638337e-03); tail dropped consistently (+6.635188e-03, +2.165798e-03, +7.624681e-03)
core drift (-5.549103e-04, -1.535328e-04, -8.099884e-04); tail quadrature (-5.549101e-04, -1.535328e-04, -8.099879e-04) hartree/bohr
|core drift| at R = 1.6, 2.0, 2.2 bohr: (+1.679906e-03, +9.937701e-04, +7.061537e-04) hartree/bohr
total drift at L=4 (-1.006012e-03, -3.347825e-04, -1.382903e-03), norm 1.7426e-03 hartree/bohr = 8.9607e-02 eV/angstrom
|valence drift| L=1 4.2771e-01, L=4 3.8638e-02; |core| 5.1102e-02 eV/angstrom
```
